# Band Extrema Can Lie Off Every Symmetry Line

**Q:** I have a band structure plotted along Γ–X–M–Γ for a square lattice. The smallest separation between the filled and the empty band is about 1 eV, so I call the system a semiconductor with a 1 eV gap. Symmetry puts the band extrema on the symmetry lines, so the plot must contain them.

**A:** Let us see what symmetry gives. Write $x=k_xa$ and $y=k_ya$ for the Bloch phases, with $a$ the lattice constant. If the mirror $y\to-y$ is a symmetry, then $E(x,y)=E(x,-y)$. For a nondegenerate band, which is differentiable, differentiating with respect to $y$ and setting $y=0$ gives

$$\partial_yE(x,0)=-\partial_yE(x,0)\quad\Rightarrow\quad \partial_yE(x,0)=0 .$$

This removes the derivative normal to the line. It says nothing about the derivative along the line, nor about whether a point where both vanish is a minimum, a maximum or a saddle. Above all, it says nothing about points off the line.

**Q:** But Γ, X and M are stationary points for every such band.

**A:** Yes, if the band is nondegenerate there, because two independent derivatives vanish. That guarantees some stationary points at those places. It does not forbid others elsewhere. What you can infer from the plot is an inequality. At fixed band filling, the lowest empty energy on the lines is no lower than the lowest in the whole zone, and the highest filled energy on the lines is no higher than the highest in the zone. The plotted gap is therefore an upper bound on the true gap.

**Q:** An inequality may be an equality in practice. Can you show me a model with the full symmetry of the square in which the bound fails badly?

**A:** First we need the complete list of places to avoid. A point is special if some point operation returns it to itself, up to a reciprocal lattice vector, which shifts a phase by $2\pi$.

- The mirror $x\to-x$ fixes $x=0$ and $x=\pi$; the mirror $y\to-y$ fixes $y=0$ and $y=\pi$.
- The diagonal mirrors fix $x=y$ and $x=-y$.
- The rotation by 180° requires $2x$ and $2y$ to be multiples of $2\pi$, which gives Γ, M and the two X points. The rotations by 90° fix Γ and M. All of these lie on the mirror lines.

Time reversal sends $k$ to $-k$, as the 180° rotation does, so it adds no lines. With $u=\cos x$ and $v=\cos y$, the symmetry lines are

$$u=\pm1,\qquad v=\pm1,\qquad u=v .$$

By symmetry it is enough to study the triangle $0\le y\le x\le\pi$, whose edges are your path Γ–X–M–Γ.

Now put two real, orthonormal, s-like orbitals on each site, and ignore spin. Let the Pauli matrices act on the orbital pair. Take these matrix elements:

- on site, $-As\,\sigma_z-Bp\,\sigma_x$;
- to each of the four nearest neighbours, $(A/2)\sigma_z$;
- to each of the four diagonal neighbours, $(B/4)\sigma_x$.

Here $A$ and $B$ are positive energies, and $s$ and $p$ are numbers. The Bloch sums are

$$\tfrac A2\left(e^{ix}+e^{-ix}+e^{iy}+e^{-iy}\right)=A(u+v),$$

$$\tfrac B4\left(e^{ix}+e^{-ix}\right)\left(e^{iy}+e^{-iy}\right)=\tfrac B4(2u)(2v)=Buv .$$

Hence

$$H=f\sigma_z+g\sigma_x,\qquad f=A(u+v-s),\qquad g=B(uv-p).$$

The orbitals are unchanged by the point operations, and $f$ and $g$ are unchanged by sign reversals and exchange of $x$ and $y$. The model therefore has the full symmetry of the square. It also has time reversal, since all hoppings are real.

**Q:** And its bands?

**A:** Since $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, squaring gives $H^2=(f^2+g^2)\mathbb 1$. The trace of $H$ is zero, so the energies are

$$E_\pm=\pm\sqrt{f^2+g^2}.$$

At half filling the lower band is full. Because $E_-=-E_+$, the maximum of the lower band and the minimum of the upper band occur at the same $k$, and the band gap is the smallest value of $2\sqrt{f^2+g^2}$. A $k$-dependent term proportional to the unit matrix would leave this separation unchanged at each $k$, but could move the extrema of the separate bands. We leave it out.

**Q:** Then a gap closing needs $f=0$ and $g=0$ together. Where does that happen?

**A:** It requires $u+v=s$ and $uv=p$. Since

$$(t-u)(t-v)=t^2-(u+v)t+uv,$$

$u$ and $v$ must be the two roots of

$$P(t)=t^2-st+p,\qquad t_\pm=\tfrac12\left(s\pm\sqrt{s^2-4p}\right).$$

To stay off all symmetry lines we need distinct real roots strictly between $-1$ and $1$. This holds if

$$s^2>4p,\quad |s|<2,\quad P(1)=1-s+p>0,\quad P(-1)=1+s+p>0 .$$

The first condition makes the roots real and distinct. The parabola opens upward, so the last two say that neither $1$ nor $-1$ lies between the roots or on them. The midpoint $s/2$ does lie between the roots, and $|s|<2$ puts it inside $(-1,1)$. Both roots are then inside too.

Take round model parameters: $A=0.04$ hartree, $B=0.08$ hartree, $s=0.2$, $p=-0.3$. Then $s^2-4p=1.24$, $P(1)=0.5$ and $P(-1)=0.9$, so all conditions hold. The roots are

$$t_\pm=\tfrac12\left(0.2\pm\sqrt{1.24}\right)=0.6568,\ -0.4568 .$$

In your triangle the touching point is $(x,y)=(2.045,\,0.854)$ rad. Two sign choices and the exchange of $x$ and $y$ give $2\times2\times2=8$ points in the zone. A search of the zone by diagonalization finds these eight. The nearest symmetry line is the diagonal, at a distance $(2.045-0.854)/\sqrt2=0.842$ rad, so this is not a near miss.

**Q:** What would my band plot show for these parameters?

**A:** We minimise on each edge.

On Γ–X, $v=1$, so

$$f^2+g^2=A^2\left[u-(s-1)\right]^2+B^2(u-p)^2 .$$

Setting the derivative with respect to $u$ to zero gives

$$u_*=\frac{A^2(s-1)+B^2p}{A^2+B^2}.$$

The two distances are then

$$u_*-(s-1)=\frac{B^2(1-s+p)}{A^2+B^2},\qquad u_*-p=-\frac{A^2(1-s+p)}{A^2+B^2}.$$

Inserting them gives

$$f^2+g^2=\frac{A^2B^4+B^2A^4}{(A^2+B^2)^2}(1-s+p)^2=\frac{A^2B^2(1-s+p)^2}{A^2+B^2}.$$

If $u_*$ lies in $[-1,1]$, the minimum gap on this edge is therefore

$$\Delta_{\Gamma X}=\frac{2AB\,|1-s+p|}{\sqrt{A^2+B^2}} .$$

On X–M, $u=-1$, so $f=A[v-(1+s)]$ and $g=-B[v-(-p)]$. This is the same problem with target values $1+s$ and $-p$, which differ by $1+s+p$. Thus

$$\Delta_{XM}=\frac{2AB\,|1+s+p|}{\sqrt{A^2+B^2}},\qquad v_*=\frac{A^2(1+s)-B^2p}{A^2+B^2},$$

again if $v_*$ lies in $[-1,1]$.

On Γ–M, $u=v$, and we minimise $A^2(2u-s)^2+B^2(u^2-p)^2$. Its derivative is $4A^2(2u-s)+4B^2u(u^2-p)$. Dividing by 4 and collecting powers gives

$$B^2u^3+(2A^2-B^2p)u-A^2s=0 .$$

For our parameters the coefficients of $u^3$ and $u$ are positive, so the left side increases with $u$ and there is one real root.

Now the numbers. With $A^2+B^2=0.0080$ hartree²,

$$\Delta_{\Gamma X}=\frac{2(0.04)(0.08)(0.5)}{\sqrt{0.0080}}=0.0358\ \text{hartree},$$

at $u_*=-0.40$. Replacing $0.5$ by $0.9$ gives $\Delta_{XM}=0.0644$ hartree, at $v_*=0.48$. The cubic has its root at $u=0.062$, where the gap is $0.0490$ hartree. Your plot would therefore report $0.0358$ hartree, or $0.97$ eV. The true gap is zero: at half filling this is a semimetal whose Fermi level passes through the eight nodes.

**Q:** The plot has a well-shaped minimum on Γ–X, between the named points. Surely that is a real extremum?

**A:** It is stationary, but step off the line and look. Keep $u=u_*$ and let $y$ be small, so $v\simeq1-y^2/2$. Let $W=f^2+g^2$. Then

$$\frac{\partial W}{\partial v}=2Af+2Bgu\equiv2K,\qquad W\simeq D^2-Ky^2,$$

where $D$ is the value of $\sqrt W$ on the line. Expanding the square root, the gap is

$$2\sqrt W\simeq 2D-\frac{K}{D}y^2,$$

and its second derivative normal to the line is $-2K/D$. At the plotted minimum,

$$f=0.04(-0.4+1-0.2)=0.016,\qquad g=0.08(-0.4+0.3)=-0.008$$

in hartree, so

$$K=0.04(0.016)+0.08(-0.008)(-0.4)=8.96\times10^{-4}\ \text{hartree}^2 .$$

With $D=0.01789$ hartree, the normal curvature is $-0.100$ hartree/rad². The gap rises along the line and falls away from it: the plotted minimum is a saddle. A short calculation perpendicular to the line exposes it. The converse does not hold, because a positive normal curvature shows a local minimum, not a global one.

**Q:** Could I have chosen parameters for which the line plot is right?

**A:** Yes, and this model shows when. Consider the map from $(x,y)$ to $(f,g)$. Its matrix of derivatives is

$$J=\begin{pmatrix}-A\sin x&-A\sin y\\-B\sin x\cos y&-B\cos x\sin y\end{pmatrix},$$

with determinant

$$\det J=AB\sin x\sin y\,(\cos x-\cos y).$$

It vanishes when $\sin x=0$, $\sin y=0$ or $\cos x=\cos y$, which are the symmetry lines and nothing else.

Inside the triangle, a stationary point of $W$ must satisfy

$$\tfrac12\nabla W=J^{T}\begin{pmatrix}f\\g\end{pmatrix}=0 .$$

Since $J$ is invertible there, this forces $f=g=0$. So there are two cases. If the triangle has an interior node, the gap closes there. If not, the minimum of the gap lies on an edge, and your plot contains it.

For example, change $p$ to $+0.3$. Then $s^2-4p=0.04-1.2<0$, there are no real roots, and the gap never closes. The edge minima are $0.0787$, $0.1073$ and $0.0446$ hartree on Γ–X, X–M and Γ–M. A $300\times300$ mesh over the whole zone also gives $0.0446$ hartree. This second case relies on the form of $J$ in this model. It is not a rule for bands in general.

**Q:** So both parameter sets give me an open gap on every line, and one plot is wrong. Is there anything on the path itself that distinguishes them?

**A:** The energies contain the length of the vector $(f,g)$ but not its direction. The eigenvectors contain the direction. Write $f=\rho\cos\varphi$ and $g=\rho\sin\varphi$. The lower eigenvector is

$$w=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

To check, the first component of $Hw$ is $\rho\left[-\cos\varphi\sin(\varphi/2)+\sin\varphi\cos(\varphi/2)\right]=\rho\sin(\varphi/2)$, which is $-\rho$ times the first component of $w$. The second is $-\rho\left[\sin\varphi\sin(\varphi/2)+\cos\varphi\cos(\varphi/2)\right]=-\rho\cos(\varphi/2)$, as required.

If $\varphi$ grows by $2\pi$ around a closed path, $w$ returns as $-w$. That sign is a Berry phase of $\pi$.

How often does $\varphi$ turn along Γ–X–M–Γ? Given $(f,g)$, we know $u+v$ and $uv$, hence the pair of cosines. In the triangle $u\le v$, so we also know which is which. The map is one-to-one, and the path goes once around the boundary of the image of the triangle. The origin $f=g=0$ is enclosed once if there is an interior node, and not at all otherwise. The computed loop phases are $\pi$ for $p=-0.3$ and $0$ for $p=+0.3$.

For other real two-band models with an open gap on the loop, a phase of $\pi$ still implies a node inside: without one, $\varphi$ would be continuous throughout the triangle, and shrinking the loop would give zero turns. A phase of zero is weaker evidence. Two full turns also restore the sign, and two nodes that wind in opposite senses give no net turn at all. For example, $g=B(uv+0.5)(uv+0.1)$ with the same $f$ has two nodes in the triangle, an open gap on the path and zero turns around it.

**Q:** You placed the node by choosing $s$ and $p$. Would a small change of the hoppings remove it?

**A:** Not if it keeps the symmetries. The 180° rotation gives $H(-k)=H(k)$, and time reversal gives $H(-k)=H(k)^*$. Together they make $H$ real, which excludes $\sigma_y$. A small allowed change alters $f$ and $g$. It may also add a term proportional to the unit matrix, which tilts the bands but does not move the touching point. For $f=g=0$ we have two coordinates with which to solve two equations. Near the node $(f,g)\simeq Jq$, where $q$ is the displacement. Since $J$ is invertible, the zero moves by about $-J^{-1}(\delta f,\delta g)$ and survives. The same expansion gives a gap of $2|Jq|$. Without a unit-matrix term the two bands form an upright elliptical double cone, whose principal axes are rotated by about 7° from the $k_x$ and $k_y$ directions. The slopes of the upper band along its principal directions are $0.0590$ and $0.0405$ hartree/rad.

As a case, add $\delta(\cos2x+\cos2y)\sigma_x$, a hopping two sites along each axis. We have

$$\cos2x+\cos2y=2u^2+2v^2-2=2(u+v)^2-4uv-2 .$$

At a node $u+v=s$ still holds. With $uv=p'$, the other condition is

$$B(p'-p)+\delta(2s^2-4p'-2)=0\quad\Rightarrow\quad p'=\frac{Bp+2\delta(1-s^2)}{B-4\delta}.$$

For $\delta=0.005$ hartree, $p'=(-0.0240+0.0096)/0.0600=-0.24$. The node moves to $(1.982,\,0.927)$ rad and remains generic.

A large change can remove it. As $1-s+p$ falls to zero, one root reaches $1$. The nodes at $(x,y)$ and $(x,-y)$ then meet on Γ–X, and $\Delta_{\Gamma X}$ vanishes, as its formula says. Just beyond, that root exceeds $1$, is no longer a cosine, and the gap opens.

**Q:** A touching point is a special feature. Do ordinary, smooth band edges also hide off the lines?

**A:** Add $m\sigma_y$ with constant $m>0$. This imaginary on-site coupling breaks time reversal but keeps every point operation. The three Pauli matrices anticommute in pairs, so

$$E_\pm=\pm\sqrt{f^2+g^2+m^2},\qquad E_+\simeq m+\frac{|Jq|^2}{2m}$$

close to the old node. The band edges are now smooth parabolic extrema at the same eight generic points.

For $m=0.005$ hartree the true gap is $2m=0.0100$ hartree, or $0.27$ eV. The line plot gives

$$\sqrt{(0.03578)^2+(0.0100)^2}=0.03715\ \text{hartree},$$

or $1.01$ eV. This is a gapped system, and the plot still overstates its gap by a factor of $3.7$.

**Q:** What should I compute instead?

**A:** Keep the band plot for seeing how the bands connect. For the extrema, sample the whole irreducible zone and refine around the lowest points of the empty band and the highest points of the filled band, treating the two separately because a gap may be indirect.

Here we can even bound the mesh error. The squared rate of change of $(f,g)$ is at most the sum of the squared elements of $J$:

$$A^2(\sin^2x+\sin^2y)+B^2(\sin^2x\cos^2y+\cos^2x\sin^2y).$$

The first bracket is at most 2. With $\alpha=\sin^2x$ and $\beta=\sin^2y$, the second is $\alpha+\beta-2\alpha\beta=1-(1-\alpha)(1-\beta)-\alpha\beta\le1$. The rate is therefore at most $L=\sqrt{2A^2+B^2}$. On an $N\times N$ mesh the spacing is $2\pi/N$, and no point is farther than half a cell diagonal, $\sqrt2\,\pi/N$, from a mesh point. The gap is twice the length of $(f,g)$, so

$$0\le\Delta_{\rm mesh}-\Delta_{\rm true}\le\frac{2\sqrt2\,\pi L}{N}.$$

For the model with nodes, meshes with $N=12$, $48$ and $192$ give minimum gaps of $0.0179$, $0.0073$ and $0.0019$ hartree. The corresponding error bounds are $0.0726$, $0.0181$ and $0.0045$ hartree. The coarsest mesh finds half the plotted gap at its point $(2\pi/3,\,\pi/3)$, which lies $0.20$ rad from the node. Its error bound exceeds the plotted gap, so the bound did not guarantee this, and at such coarse sampling the result depends on where the points fall. For $N=8$ the lowest value is at $(3\pi/4,\,\pi/4)$, where $f=-0.008$ and $g=-0.016$ hartree, and the gap there is $0.0358$ hartree, no lower than the plotted one. None of these meshes proves that the gap closes; the roots of $P(t)$ do that.

For $p=+0.3$ the bound works in the other direction. The $300\times300$ mesh certifies a gap of at least $0.0416$ hartree throughout the zone. The same bound applied to the lines alone is useless here. A point of the triangle can be as far as the radius of its inscribed circle, $\pi(2-\sqrt2)/2=0.92$ rad, from every edge. The allowed error $2L\times0.92=0.18$ hartree exceeds the minimum gap on every edge, and no finer sampling of the lines reduces it.

**Q:** Then my 1 eV is the smallest separation on the path, and until I have searched the interior I should report it as an upper bound on the gap.

## Computed results

```
A = 0.040 hartree, B = 0.080 hartree, s = 0.20, p = -0.30
on-site sigma_z term: -0.0080 hartree
on-site sigma_x term: 0.0240 hartree
neighbour hopping A/2: 0.0200 hartree
diagonal hopping B/4: 0.0200 hartree
roots (cos x, cos y) at node: -0.4568, 0.6568
node (x, y): 2.0452, 0.8543 rad
number of nodes found in the zone: 8
largest gap at the found nodes: 3.8e-11 hartree
distance of node to nearest symmetry line: 0.8421 rad
gap at Gamma: 0.2530 hartree
gap at X: 0.1131 hartree
gap at M: 0.2725 hartree
minimum gap on Gamma-X: 0.03578 hartree, at cosine -0.4000
minimum gap on X-M: 0.06440 hartree, at cosine 0.4800
minimum gap on Gamma-M: 0.04899 hartree, at cosine 0.0622
gap read from the band plot: 0.03578 hartree = 0.974 eV
cone slopes of upper band: 0.05896, 0.04054 hartree/rad
Jacobian determinant at node: -2.390e-03 hartree^2/rad^2
normal curvature of gap at Gamma-X minimum: -0.1002 hartree/rad^2
loop phase / pi, node inside: 1.0000
loop phase / pi, control: 0.0000
mesh 12x12: minimum gap 0.01789, error bound 0.07255 hartree
mesh 48x48: minimum gap 0.00733, error bound 0.01814 hartree
mesh 192x192: minimum gap 0.00191, error bound 0.00453 hartree
control p: 0.30
control minimum gap on Gamma-X: 0.07871 hartree
control minimum gap on X-M: 0.10733 hartree
control minimum gap on Gamma-M: 0.04456 hartree
control minimum gap, 300x300 mesh: 0.04456 hartree
control certified lower bound, 300x300: 0.04166 hartree
perturbation delta: 0.0050 hartree, effective p: -0.2400
moved node (x, y): 1.9823, 0.9273 rad
sigma_y term m: 0.0050 hartree
true gap with m: 0.01000 hartree = 0.272 eV
plotted gap with m: 0.03715 hartree = 1.011 eV
```
